# Lithium 2P Fine Structure: Hartree-Fock Parts and the Correlation Still Missing

## Problem

The lowest \(^2P\) term of lithium, \(1s^2\,2p\), is split into levels \(J=3/2\) and \(J=1/2\). The measured interval \(\Delta=E_{3/2}-E_{1/2}\) is about 10 GHz; this exercise adopts 10.05 GHz as a given input, and every difference taken from it depends on that choice.

Use Rydberg atomic units: \(\hbar=1\), \(m=1/2\), \(e^2=2\), lengths in \(a_0\), energies in Ry. Since \(\alpha=e^2/\hbar c\), the speed of light is \(c=2/\alpha\). The nucleus is a fixed point charge with \(Z=3\).

1. Write the spin-dependent interactions that split the term, separating the nuclear part, the same-orbit part (a spin coupled to its own electron's motion) and the other-orbit part (a spin coupled to another electron's motion).
2. Reduce each part to radial integrals for one restricted Hartree-Fock determinant.
3. Evaluate the interval and find what is missing from 10.05 GHz.
4. Test whether core polarization accounts for the missing part: decide by configuration interaction which kind of core response can supply it.

## Solution

### 1. The interactions

An electron with potential energy \(V\) has the spin-orbit energy

\[
\frac{1}{2m^2c^2}\,\mathbf s\cdot(\nabla V\times\mathbf p),\qquad \frac{1}{2m^2c^2}=\frac{1}{2\cdot\frac14\cdot 4/\alpha^2}=\frac{\alpha^2}{2}.
\]

This includes the Thomas factor of one half. For the nucleus, \(V=-2Z/r\) and \(\nabla V=2Z\mathbf r/r^3\), which gives \(\alpha^2Z\,\mathbf l\cdot\mathbf s/r^3\). For the repulsion by electron \(j\), \(V=2/r_{ij}\) and \(\nabla_iV=-2\mathbf r_{ij}/r_{ij}^3\), with \(\mathbf r_{ij}=\mathbf r_i-\mathbf r_j\). This gives the same-orbit term \(-\alpha^2(\mathbf r_{ij}\times\mathbf p_i)\cdot\mathbf s_i/r_{ij}^3\).

The moving charge \(i\) also produces a magnetic field at electron \(j\):

\[
\mathbf B=\frac{-e}{mc}\,\frac{\mathbf p_i\times(\mathbf r_j-\mathbf r_i)}{r_{ij}^3}
=-\frac{e}{mc}\,\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}.
\]

With \(\boldsymbol\mu_j=-(e/mc)\,\mathbf s_j\), the energy \(-\boldsymbol\mu_j\cdot\mathbf B\) has the prefactor \(-e^2/(m^2c^2)=-2\alpha^2\), twice the same-orbit one. Together,

\[
H'=\alpha^2Z\sum_i\frac{\mathbf l_i\cdot\mathbf s_i}{r_i^3}
-\alpha^2\sum_{i\ne j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot(\mathbf s_i+2\mathbf s_j).
\]

The other Breit-Pauli terms do not split the term in first order. Scalar terms shift both levels equally. The tensor spin-spin term has rank two in spin, and two spins \(1/2\) (bra and ket of a doublet) couple only to ranks 0 and 1.

Within the term, \(H'\) acts as \(\zeta\,\mathbf L\cdot\mathbf S\). From \(\mathbf L\cdot\mathbf S=\frac12[J(J+1)-2-\frac34]\), its values are \(1/2\) for \(J=3/2\) and \(-1\) for \(J=1/2\). Hence

\[
\Delta=\tfrac32\,\zeta .
\]

### 2. Hartree-Fock orbitals and the three parts

**Orbitals.** The determinant has one \(1s\)–\(1s\) pair and two \(1s\)–\(2p\) pairs, one of them with parallel spins. Its energy is therefore

\[
E=2h_s+h_p+J_{ss}+2J_{sp}-K_{sp}.
\]

Variation of \(1s\) gives \(2h+2J_s+2J_p-K_p\) acting on \(1s\); division by the occupation 2 gives the first operator below. Variation of \(2p\) gives the second:

\[
F_s=h+J_s+J_p-\tfrac12K_p,\qquad F_p=h+2J_s-K_s .
\]

The \(2p\) density is averaged over \(m\), so the orbitals keep the forms \(R_s(r)/\sqrt{4\pi}\) and \(R_p(r)Y_{1m}\).

**Nuclear part.** The closed core has no net spin or orbital momentum, so the valence electron alone contributes:

\[
\zeta_{\rm nuc}=\alpha^2Z\langle r^{-3}\rangle_{2p}.
\]

**Two-electron terms.** Put \(\mathbf G_{12}=(\mathbf r_{12}\times\mathbf p_1)/r_{12}^3\), and \(\mathbf G_{21}\) with the labels exchanged. One pair has the interaction

\[
g=-\alpha^2\left[\mathbf G_{12}\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf G_{21}\cdot(\mathbf s_2+2\mathbf s_1)\right].
\]

The operator \(\mathbf G_{12}\) is Hermitian, because \(\mathbf r_{12}/r_{12}^3\) is curl-free and the order of the factors in the vector product does not matter. The core pair is a spin singlet and gives nothing. There remain the direct and exchange terms between the valence orbital \(v\) and the core orbital \(c\), summed over core spin.

**Direct terms.** Let electron 1 be in \(v\) and electron 2 in \(c\). Terms with the core spin \(\mathbf s_2\) cancel in the spin sum. The term \(2\,\mathbf G_{21}\cdot\mathbf s_1\) needs an orbital current of the core. Its operator is Hermitian and imaginary, so its expectation value in the real \(1s\) orbital is zero. The direct other-orbit part therefore vanishes.

The term \(\mathbf G_{12}\cdot\mathbf s_1\) survives for both core electrons. By Gauss's law,

\[
\int|c(\mathbf r_2)|^2\,\frac{\mathbf r_{12}}{r_{12}^3}\,d^3r_2=q(r_1)\frac{\mathbf r_1}{r_1^3},\qquad
q(r)=\int_0^rR_s^2\,t^2\,dt .
\]

With \(D=\langle q(r)/r^3\rangle_{2p}\), the direct contribution to \(\zeta\) is \(-2\alpha^2D\): the core screens the nuclear electric field.

**Exchange: spin factors.** For valence spins \(\mu,\mu'\) and core spin \(\sigma\),

\[
\sum_\sigma\langle\mu|\mathbf s|\sigma\rangle\langle\sigma|\mu'\rangle
=\sum_\sigma\langle\mu|\sigma\rangle\langle\sigma|\mathbf s|\mu'\rangle
=\langle\mu|\mathbf s|\mu'\rangle .
\]

Thus \(\mathbf s_1\) and \(\mathbf s_2\) both become the valence spin. Exchange carries a minus sign, which turns \(-\alpha^2\) into \(+\alpha^2\). With \(\mathbf Y_{12}=\langle v(1)c(2)|\mathbf G_{12}|c(1)v(2)\rangle\), the same-orbit exchange is \(\alpha^2(\mathbf Y_{12}+\mathbf Y_{21})\cdot\mathbf s\), and the other-orbit exchange is twice that.

**Exchange: space factor.** Use \(\mathbf r_{12}/r_{12}^3=-\nabla_1(1/r_{12})\), \(\mathbf p_1c(1)=-i\hat{\mathbf r}_1R_s'(r_1)/\sqrt{4\pi}\) and \(\mathbf r\times\nabla=i\,\mathbf l\):

\[
\begin{aligned}
\mathbf G_{12}\,c(1)&=\frac{iR_s'}{\sqrt{4\pi}}\,\nabla_1\frac1{r_{12}}\times\hat{\mathbf r}_1
=-\frac{iR_s'}{\sqrt{4\pi}}\,\hat{\mathbf r}_1\times\nabla_1\frac1{r_{12}}\\
&=\frac{R_s'(r_1)}{\sqrt{4\pi}\,r_1}\,\mathbf l_1\frac1{r_{12}} .
\end{aligned}
\]

Expand \(1/r_{12}\) in multipoles. The angular integral over electron 2 contains one \(Y_{1m'}\) and the spherical \(1s\), so only the dipole term remains, with the factor \(4\pi/3\). The two factors \(1/\sqrt{4\pi}\) reduce this to \(1/3\). The operator \(\mathbf l_1\) then acts on \(Y_{1m'}(\hat{\mathbf r}_1)\), and \(\mathbf Y_{12}=X\,\mathbf l\) with

\[
X=\frac13\int_0^\infty\!\!\int_0^\infty R_p(r_1)R_s'(r_1)\,r_1\,\frac{r_<}{r_>^2}\,R_s(r_2)R_p(r_2)\,r_2^2\,dr_1dr_2 .
\]

Exchanging the integration labels shows that \(\mathbf Y_{21}\) is the Hermitian conjugate of \(\mathbf Y_{12}\). As \(X\) is real and \(\mathbf l\) Hermitian, the two are equal. The result is

\[
\zeta_{\rm same}=-2\alpha^2D+2\alpha^2X,\qquad \zeta_{\rm other}=4\alpha^2X .
\]

The nodeless \(1s\) function falls with \(r\), so \(R_s'<0\) and, with both radial functions taken positive, \(X<0\). Both exchange contributions reduce the interval, and the total is

\[
\Delta=\tfrac32\alpha^2\left(Z\langle r^{-3}\rangle-2D+6X\right).
\]

**Two limits.** If the core lay wholly inside the valence orbital, then \(q=1\) and \(X=0\), and the bracket would become \((Z-2)\langle r^{-3}\rangle\): a single electron outside a point charge.

For large \(Z\) in the lithium sequence the orbitals become hydrogenic. Then \(\langle r^{-3}\rangle=Z^3/24\), while \(D\) and \(X\) also scale as \(Z^3\). The nuclear part grows as \(Z^4\) and the electron parts as \(Z^3\), so \(\Delta\to\alpha^2Z^4/16\) Ry, with relative corrections of order \(1/Z\). This holds while \(\alpha Z\ll1\); beyond that the Breit-Pauli expansion fails.

### 3. The Hartree-Fock interval

The orbitals are expanded in uncontracted Gaussian functions. The integrals are

\[
\langle r^{-3}\rangle=0.05855\,a_0^{-3},\quad D=0.04684\,a_0^{-3},\quad X=-0.009027\,a_0^{-3}.
\]

The common factor \(\frac32\alpha^2\), converted from Ry to frequency, is 262.783 GHz for integrals in \(a_0^{-3}\). The parts are

- nuclear: \(262.783\times3\times0.05855=46.16\) GHz;
- same-orbit, direct: \(-262.783\times2\times0.04684=-24.62\) GHz;
- same-orbit, exchange: \(262.783\times2\times(-0.009027)=-4.74\) GHz;
- other-orbit: \(262.783\times4\times(-0.009027)=-9.49\) GHz.

The same-orbit total is \(-29.36\) GHz, and the sum of all parts is 7.31 GHz. The three parts were tested against expectation values of the original operators over the determinant, computed without the radial reduction. A larger \(s,p\) basis (13 \(s\), 12 \(p\) functions) gives 7.33 GHz, and bases of 16 \(s\), 14 \(p\) and of 19 \(s\), 16 \(p\) functions both give 7.34 GHz.

The ratio \(D/\langle r^{-3}\rangle=0.80\) is the mean of \(q\) weighted by \(r^{-3}\). In the region that matters for the splitting, the \(2p\) electron thus sees on average 80 percent of the core charge inside its radius. Direct screening leaves an effective charge \(3-2\times0.80=1.40\), and exchange lowers it by \(6|X|/\langle r^{-3}\rangle=0.93\), to about 0.47. The point-core value would be 1.

**Anomalous magnetic moment.** For \(g=2(1+a)\) with \(a=0.00116\), the other-orbit energy is proportional to \(g\) and takes the factor \(1+a\). In the nuclear and same-orbit terms the Thomas contribution is subtracted, so they are proportional to \(g-1=1+2a\). The correction is

\[
2a(46.16-29.36)+a(-9.49)=0.028\ \text{GHz}.
\]

The Hartree-Fock estimate in the working basis becomes 7.33 GHz, or \(2.2\times10^{-6}\) Ry. The missing part is

\[
10.05-7.33=2.72\ \text{GHz},
\]

which is 27 percent of the given interval. The last digit depends on the basis: at convergence in \(s\) and \(p\) the Hartree-Fock estimate is 7.37 GHz and the missing part 2.68 GHz, a shift of 0.035 GHz. Because large parts cancel, a modest change of the wave function can supply it: 2.72 GHz is only 5.9 percent of the nuclear part.

### 4. What kind of core response supplies it

The subtraction measures everything that one determinant omits, together with small terms left out of the Hamiltonian and the basis error of the Hartree-Fock value. To separate the contributions, the three-electron Schrödinger equation is solved in nested sets of configurations built from 51 orbitals of \(s\), \(p\) and \(d\) type. The operator \(H'\) is then averaged over each solution. In the state \(M_L=1\), \(M_S=1/2\), the mean of \(\zeta\,\mathbf L\cdot\mathbf S\) is \(\zeta/2\), so the interval is three times the mean of \(H'\). All intervals below include the anomaly; the three separate parts are quoted without it, so their sum falls 0.03 to 0.04 GHz short of the interval.

**One core electron excited, \(2p\) kept.** Odd parity requires configurations \(1s\,nl\,2p\) with even \(l\), here \(ns\) and \(nd\). These describe a core that deforms, in charge or spin, around an unchanged \(2p\) orbital. The interval stays at 7.33 GHz. The same-orbit part rises by 0.04 GHz and the other-orbit part falls by the same amount, to the digits computed. This near-zero is a balance of two small terms, not a rule: the \(ns\) excitations alone lower the interval by 0.029 GHz, the \(nd\) excitations restore it, and with five \(d\) functions in place of three the net change is \(-0.003\) GHz. Such a deformation supplies a negligible share of the missing interval.

**At least one \(1s\) electron kept.** Now a core electron and the valence electron may be excited together, for example \(1s\to np\) with \(2p\to ns\) or \(nd\). Such joint excitations include dipole polarization of the core, which follows the instantaneous position of the valence electron. The set also holds other joint excitations and the configurations \(1s^2\,np\), in which the valence orbital alone changes; the table below does not separate these from it.

The interval rises to 10.16 GHz, a gain of 2.83 GHz over Hartree-Fock. Relative to the previous set, the nuclear part grows by 3.66 GHz, while the same-orbit and other-orbit parts change by \(-0.69\) and \(-0.16\) GHz. In this set the gain appears as a larger spin-weighted average of \(l_z/r^3\), as it would if the valence electron were drawn inward. That rise needs the \(1s^2\,np\) configurations. Without them the joint excitations still give a gain of 2.17 GHz, but the nuclear part grows by only 0.30 GHz, and the same-orbit and other-orbit parts rise by 1.19 and 0.69 GHz. The \(d\) functions are essential: with \(s\) and \(p\) functions alone the whole set gains only 0.13 GHz.

**All configurations in the basis.** Admitting the excitation of both core electrons lowers the interval to 9.45 GHz:

| Level of theory | Nuclear (GHz) | Same-orbit (GHz) | Other-orbit (GHz) | Interval (GHz) |
|---|---:|---:|---:|---:|
| Hartree-Fock | 46.16 | −29.36 | −9.49 | 7.33 |
| \(2p\) kept | 46.16 | −29.33 | −9.53 | 7.33 |
| One \(1s\) kept | 49.82 | −30.01 | −9.68 | 10.16 |
| Full, this basis | 49.33 | −29.54 | −10.37 | 9.45 |

The second set lies nearer to 10.05 GHz than the full calculation does. That closeness is not a sign of accuracy, since the configurations it leaves out change the interval by \(-0.71\) GHz. Neither value is converged: with five \(d\) functions and one \(f\) function the two intervals become 10.43 and 9.73 GHz, and the full calculation is then the nearer one.

The full calculation supplies 2.12 of the missing 2.72 GHz, or 78 percent, and leaves 0.60 GHz. Two omitted effects can be sized from the 46 GHz nuclear part. Higher relativistic orders, of relative size \((\alpha Z)^2\approx5\times10^{-4}\), would by this scaling be of the order of 0.02 GHz; they are not computed here. Nuclear recoil, of the order of the electron-to-nucleus mass ratio (below \(10^{-4}\)), gives less than 0.01 GHz. Both are far too small, which points to the finite basis, with three \(d\) functions and nothing of higher \(l\), as the main source of the remainder. A modest extension supports this: two more \(d\) functions (exponents 1.0 and 5.0) raise the full interval by 0.03 GHz, and one \(f\) function (exponent 0.8) by a further 0.25 GHz, to 9.73 GHz, which leaves 0.32 GHz.

The answer to the fourth question is therefore conditional on the meaning of the term. If core polarization means all correlation, within the core as well as between the core and the valence electron, the full calculation in this basis supplies 2.12 of the missing 2.72 GHz. If it means joint excitation of one core electron and the valence electron, with the accompanying change of the valence orbital, the gain is 2.83 GHz in this basis (3.10 GHz with five \(d\) functions and one \(f\) function), more than the missing part, and correlation within the core takes back about 0.7 GHz. If it means the response of the core to a fixed \(2p\) orbital, its net contribution is below 0.01 GHz in magnitude in the bases with three and with five \(d\) functions. The individual values are listed in the numerical output.

## Calculated quantities

```
given interval: 10.05 GHz
alpha^2: 5.325135e-05
1.5 alpha^2 Ry as frequency: 262.783 GHz
magnetic-moment anomaly a: 0.001160
number of orbitals in working basis: 51
HF energy, working basis: -14.72395 Ry
HF energy, larger s,p basis: -14.72886 Ry
HF virial ratio V/T: -2.00120
<r^-3> of 2p: 0.05855 a0^-3
D = <q/r^3> of 2p: 0.04684 a0^-3
X, exchange integral: -0.009027 a0^-3
HF nuclear part: 46.158 GHz
HF same-orbit direct: -24.619 GHz
HF same-orbit exchange: -4.744 GHz
HF same-orbit part: -29.363 GHz
HF other-orbit part: -9.488 GHz
HF sum without anomaly: 7.306 GHz
HF sum, larger s,p basis: 7.328 GHz
HF parts from two-electron operators: 46.158, -29.363, -9.488 GHz
anomaly correction at HF level: 0.028 GHz
HF interval with anomaly: 7.334 GHz
HF interval with anomaly, converted: 2.2293e-06 Ry
missing beyond HF: 2.716 GHz
missing as share of given interval: 27.0 percent
[2p kept, one 1s excited] energy: -14.72410 Ry
[2p kept, one 1s excited] nuclear, same, other: 46.157, -29.326, -9.525 GHz
[2p kept, one 1s excited] interval with anomaly: 7.334 GHz
[2p kept, one 1s excited] gain over HF: -0.000 GHz
[at least one 1s kept] energy: -14.72710 Ry
[at least one 1s kept] nuclear, same, other: 49.815, -30.012, -9.680 GHz
[at least one 1s kept] interval with anomaly: 10.159 GHz
[at least one 1s kept] gain over HF: 2.825 GHz
[full CI in basis] energy: -14.80804 Ry
[full CI in basis] nuclear, same, other: 49.327, -29.544, -10.365 GHz
[full CI in basis] interval with anomaly: 9.452 GHz
[full CI in basis] gain over HF: 2.118 GHz
given interval minus full CI: 0.598 GHz
```
